# Superexchange on a Spin-Orbit-Coupled Bond and Its Hidden Rotation, part 2

Two sites, each with one Kramers doublet, hold two electrons in total. We want the interaction between their spins when the hopping can turn the spin and is weak compared with the on-site repulsion $U$. With $c_i=(c_{i\uparrow},c_{i\downarrow})^T$, the Hamiltonian is

$$
H=H_T+H_U,\qquad H_T=c_1^\dagger Tc_2+c_2^\dagger T^\dagger c_1,\qquad
H_U=U\sum_i n_{i\uparrow}n_{i\downarrow}.
$$

Time reversal requires $T=t_0+i\,\mathbf v\cdot\boldsymbol\sigma$ with real $t_0$ and $\mathbf v$. We write $t^2=t_0^2+|\mathbf v|^2$ and $\mathbf n=\mathbf v/|\mathbf v|$, set $\hbar=1$, and use $\mathbf S_i=\tfrac12c_i^\dagger\boldsymbol\sigma c_i$.

Let $P$ project on the singly occupied states. An eigenstate of energy $E$ has a singly occupied part $p$ and a doubly occupied part $q$. Section 3 found, without approximation,

$$
q=-H_Tp/(U-E),\qquad -\frac{1}{U-E}\,PH_TH_TP\,p=E\,p .
$$

To order $1/U$ this gives $H_{\rm eff}=-\frac1U\,PH_TH_TP$. In terms of spins (sections 4 and 5),

$$
H_{\rm eff}=\sum_{ab}A_{ab}S_1^aS_2^b-\frac{\operatorname{Tr}(TT^\dagger)}{2U},\qquad
A_{ab}=\frac2U\operatorname{Tr}\!\left(\sigma_aT\sigma_bT^\dagger\right),
$$

$$
H_{\rm eff}=J_H\mathbf S_1\!\cdot\!\mathbf S_2+\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)+\Gamma(\mathbf n\cdot\mathbf S_1)(\mathbf n\cdot\mathbf S_2)-\frac{t^2}{U},
$$

$$
J_H=\frac{4(t_0^2-|\mathbf v|^2)}{U},\qquad \mathbf D=\frac{8t_0\mathbf v}{U},\qquad \Gamma=\frac{8|\mathbf v|^2}{U}.
$$

The $\mathbf D$ term is the Dzyaloshinskii-Moriya (DM) term.

Section 1 treated the bond on which up and down spins hop from site 2 to site 1 with amplitudes $te^{i\theta}$ and $te^{-i\theta}$. With $J=4t^2/U$ and the spin of site 1 written first, it found

$$
H_{\rm eff}=-\frac J2\big(|\uparrow\downarrow\rangle\langle\uparrow\downarrow|+|\downarrow\uparrow\rangle\langle\downarrow\uparrow|\big)
+\frac J2\big(e^{2i\theta}|\uparrow\downarrow\rangle\langle\downarrow\uparrow|+\text{h.c.}\big).
$$

Here the first bracket is $1/2-2S_1^zS_2^z$, and $|\uparrow\downarrow\rangle\langle\downarrow\uparrow|$ is $S_1^+S_2^-$.

The numerical example has $t_0=100$ meV, $\mathbf v=(20,10,20)$ meV and $U=4000$ meV, so $|\mathbf v|=30$ meV and $t^2=10\,900$ meV². Its couplings are $J_H=9.1$ meV, $\mathbf D=(4,2,4)$ meV with $|\mathbf D|=6$ meV, and $\Gamma=1.8$ meV.

## 8. The rotation

Define the angle $\theta$ by $t_0=t\cos\theta$ and $|\mathbf v|=t\sin\theta$, with $t>0$. Since $(\mathbf n\cdot\boldsymbol\sigma)^2=1$, the exponential series gives

$$
T=t\left(\cos\theta+i\sin\theta\,\mathbf n\cdot\boldsymbol\sigma\right)=tR,\qquad R=e^{i\theta\,\mathbf n\cdot\boldsymbol\sigma}.
$$

The matrix $R$ is unitary with determinant 1, so it is a spin rotation. Time reversal is what makes $T$ a number times a rotation. In terms of $d_2=Rc_2$ the hopping is $t(c_1^\dagger d_2+d_2^\dagger c_1)$, with no spin dependence.

The repulsion does not notice the change. It can be written $n_{2\uparrow}n_{2\downarrow}=n_2(n_2-1)/2$ with $n_2=c_2^\dagger c_2$, and $d_2^\dagger d_2=c_2^\dagger R^\dagger Rc_2=n_2$.

The same change can be made by a unitary operator on the electron states. Consider $c_2(\lambda)=e^{-i\lambda\mathbf n\cdot\mathbf S_2}c_2e^{i\lambda\mathbf n\cdot\mathbf S_2}$. From $[\mathbf n\cdot\mathbf S_2,c_2]=-\tfrac12\mathbf n\cdot\boldsymbol\sigma\,c_2$ it follows that

$$
\frac{dc_2(\lambda)}{d\lambda}=\frac i2\,\mathbf n\cdot\boldsymbol\sigma\,c_2(\lambda),\qquad\text{so}\qquad c_2(2\theta)=e^{i\theta\,\mathbf n\cdot\boldsymbol\sigma}c_2=Rc_2 .
$$

With $V=e^{2i\theta\,\mathbf n\cdot\mathbf S_2}$ this says $V^\dagger c_2V=Rc_2$. If $H_0$ is the ordinary Hubbard bond with hopping $t$, then $V^\dagger H_0V=H$, or

$$
VHV^\dagger=H_0 .
$$

This is an identity for every $U$, not a statement of perturbation theory.

Now find the rotated spin $\mathbf S_2'=V^\dagger\mathbf S_2V=\tfrac12c_2^\dagger R^\dagger\boldsymbol\sigma Rc_2$. With $N=\mathbf n\cdot\boldsymbol\sigma$,

$$
R^\dagger\boldsymbol\sigma R=\cos^2\theta\,\boldsymbol\sigma+i\sin\theta\cos\theta\,[\boldsymbol\sigma,N]+\sin^2\theta\,N\boldsymbol\sigma N .
$$

The commutator is $[\boldsymbol\sigma,N]=2i\,\mathbf n\times\boldsymbol\sigma$. From $\sigma_aN=-N\sigma_a+2n_a$ and $N^2=1$ follows $N\sigma_aN=-\sigma_a+2n_aN$. Therefore

$$
\mathbf S_2'=\cos2\theta\,\mathbf S_2-\sin2\theta\,\mathbf n\times\mathbf S_2+(1-\cos2\theta)\,\mathbf n(\mathbf n\cdot\mathbf S_2).
$$

This is a rotation about $\mathbf n$ by the angle $2\theta$; in the right-handed sense the angle is $-2\theta$. The factor of two is the usual one between the phase of a spinor and the angle of a vector.

For spin-independent hopping the result of the first half, with $\mathbf v=0$, is $J(\mathbf S_1\cdot\mathbf S_2-1/4)$ with $J=4t^2/U$. Applying $V^\dagger\ldots V$ gives

$$
H_{\rm eff}=J\left(\mathbf S_1\cdot\mathbf S_2'-\tfrac14\right).
$$

To compare with the three terms, insert $\mathbf S_2'$. The cross product yields $-\sin2\theta\,\mathbf S_1\cdot(\mathbf n\times\mathbf S_2)=+\sin2\theta\,\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)$, so

$$
J_H=J\cos2\theta,\qquad \mathbf D=J\sin2\theta\,\mathbf n,\qquad \Gamma=J(1-\cos2\theta).
$$

These agree with the formulas in $t_0$ and $\mathbf v$, because $t^2\cos2\theta=t_0^2-|\mathbf v|^2$, $t^2\sin2\theta=2t_0|\mathbf v|$ and $t^2(1-\cos2\theta)=2|\mathbf v|^2$.

## 9. Three couplings, two numbers

For a given axis, the three strengths depend on $J$ and $\theta$ alone. Eliminating $\theta$ gives

$$
J_H+\Gamma=J,\qquad |\mathbf D|^2=J^2-J_H^2=\Gamma\,(J+J_H).
$$

In the example $J=4\times10\,900/4000=10.9$ meV, or $J/k_B\approx126$ K, and $1.8\times(10.9+9.1)=36=6^2$ in meV². The rotation angle is $2\theta=33.4^\circ$.

For weak spin-dependent hopping, $\theta\ll1$, expansion gives $|\mathbf D|\simeq2\theta J$ and $\Gamma\simeq2\theta^2J$. It is tempting to keep the larger DM term and drop the smaller symmetric one. This spoils the symmetry at second order in $\theta$, where the square of the DM term also acts.

To see the damage, put $z$ along $\mathbf n$ and remove $\Gamma S_1^zS_2^z$. The coupling of the $z$ components falls from $J$ to $J_H$, and the part that flips the spins keeps its strength $J$. With the constant $-J/4$, the levels are

$$
E_{\uparrow\uparrow}=E_{\downarrow\downarrow}=\frac{J_H-J}{4}=-\frac\Gamma4,\qquad
E_\pm=-\frac{J_H}4\pm\frac J2-\frac J4 .
$$

The upper sign gives $E_+=(J-J_H)/4=+\Gamma/4$. The triplet has split by $\Gamma/2$. In the example the levels are $-10.45$, $-0.45$, $-0.45$ and $0.45$ meV, a false splitting of 0.9 meV. With all three terms they are $-10.9$ meV and three times zero.

Two special angles show how little the separate couplings say about the spectrum. At $|\mathbf v|=t_0$, where $2\theta=90^\circ$, the Heisenberg coefficient vanishes and $|\mathbf D|=\Gamma=J$. At $t_0=0$, where $2\theta=180^\circ$, $\mathbf D$ vanishes, $J_H=-J$ and $\Gamma=2J$: the components along $\mathbf n$ couple antiferromagnetically, and those perpendicular to it ferromagnetically. In both cases the levels are still a singlet at $-J$ and a triplet at zero.

## 10. Beyond order $1/U$

The operator $-H_{\rm eff}U=PH_TH_TP$ has eigenvalue $JU=4t^2$ on the rotated singlet and zero on the rotated triplet. The equation before approximation therefore gives $E=0$ for the triplet, and for the singlet

$$
E(U-E)=-4t^2\quad\Rightarrow\quad E_s=\frac{U-\sqrt{U^2+16t^2}}2 .
$$

Expanding the root to second order in $16t^2/U^2$,

$$
-E_s=\frac{4t^2}U-\frac{16t^4}{U^3}+\ldots=J-\frac{J^2}U+\ldots
$$

In the example the correction is $10.9^2/4000=0.030$ meV, and diagonalization of the full bond gives a gap of 10.87 meV. The relative error of $J$ is about 0.3%. It is relative to the Hubbard bond as defined here, and says nothing about what the model itself omits. Doubling $U$ reduces the error of the effective Hamiltonian by a factor of 7.97, close to the 8 expected from $t^4/U^3$.

The correction changes the strength of the exchange and leaves its form alone, because $VHV^\dagger=H_0$ holds for any $U$. In the rotated frame the bond remains isotropic.

## 11. Ground state and canting

The ground state of $H_{\rm eff}$ is the singlet formed from $\mathbf S_1$ and $\mathbf S_2'$. Write $S_2'^a=\sum_bO_{ab}S_2^b$, where $O$ is the rotation matrix of section 8, so that $A=JO$. In a singlet $\langle S_1^aS_2'^b\rangle=-\tfrac14\delta_{ab}$. Since $O$ is orthogonal, $S_2^b=\sum_cO_{cb}S_2'^c$, and

$$
\langle S_1^aS_2^b\rangle=-\tfrac14O_{ab}.
$$

The trace of $O$ is $3\cos2\theta+(1-\cos2\theta)=1+2\cos2\theta$. Its antisymmetric part is $\sin2\theta\,\epsilon_{abc}n_c$, and $\epsilon_{abc}\epsilon_{abd}=2\delta_{cd}$. Hence

$$
\langle\mathbf S_1\cdot\mathbf S_2\rangle=-\frac{1+2\cos2\theta}4,\qquad
\langle\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)\rangle=-\frac{\sin2\theta}2 .
$$

The projector on the ordinary singlet is $\tfrac14-\mathbf S_1\cdot\mathbf S_2$, so the weight of that singlet in the ground state is $\tfrac12(1+\cos2\theta)=\cos^2\theta$. The rest is triplet. In the example the two averages are $-0.667$ and $-0.275$, and the singlet weight is 0.917.

These are averages in the effective model. The true ground state also contains a doubly occupied part. Its weight relative to the singly occupied part is about $4t^2/U^2\approx0.003$, from $q=-H_Tp/(U-E)$, the doubly occupied part of an eigenstate found in section 3.

If the spins are treated as classical vectors, the energy is lowest for $\mathbf S_2'=-\mathbf S_1$. Spins perpendicular to $\mathbf n$ then deviate from antiparallel by $2\theta=33.4^\circ$. Spins along $\mathbf n$ do not deviate, because the rotation leaves its axis fixed. Both arrangements have the same energy. A single classical bond selects no direction for its first spin, and the second spin follows it.

## 12. A magnetic field reveals the rotation

The spectrum without a field shows no anisotropy, but a field that couples equally to both spins does. Add $-\mathbf b\cdot(\mathbf S_1+\mathbf S_2)$, where $\mathbf b$ has the unit of energy. This form assumes that $\mathbf S_i$ gives the magnetic moment with the same isotropic factor on both sites. For a pseudospin this is a further assumption.

In the rotated frame $\mathbf b\cdot\mathbf S_2=(O\mathbf b)\cdot\mathbf S_2'$. The two spins feel fields of equal length and different direction. On the rotated singlet $|s'\rangle$ the total rotated spin vanishes, so $\mathbf S_2'|s'\rangle=-\mathbf S_1|s'\rangle$ and

$$
\mathbf b\cdot(\mathbf S_1+\mathbf S_2)|s'\rangle=\mathbf w\cdot\mathbf S_1|s'\rangle,\qquad \mathbf w=\mathbf b-O\mathbf b .
$$

The average of $\mathbf w\cdot\mathbf S_1$ in the singlet is zero, so the new state lies in the triplet, at energy $J$ above. Its squared norm is $|\mathbf w|^2/4$. Second-order perturbation theory, for $|\mathbf b|\ll J$, gives the energy change $-|\mathbf w|^2/(4J)$.

If $\mathbf b$ is perpendicular to $\mathbf n$, then $\mathbf w$ is the chord of a rotation by $2\theta$, with length $2|\mathbf b|\sin\theta$. Setting the energy change equal to $-\tfrac12\chi|\mathbf b|^2$ gives

$$
\chi_\perp=\frac{2\sin^2\theta}J .
$$

If $\mathbf b$ is along $\mathbf n$, then $\mathbf w=0$ and $\chi_\parallel=0$. The example has $\sin^2\theta=900/10\,900=0.083$ and $\chi_\perp=0.0152$ meV$^{-1}$. The curvature of the numerically computed ground-state energy agrees. An ordinary singlet has no such response to a uniform field that couples to its total spin.

Direct exchange can also break the symmetry. Suppose a term $K\mathbf S_1\cdot\mathbf S_2$, isotropic in the original frame, is added. The tensor becomes $K+JO$. Along $\mathbf n$ its strength is $|K+J|$, and perpendicular to $\mathbf n$ it is $|K+Je^{2i\theta}|$. For nonzero $K$ and $\sin\theta\neq0$ these differ, and no rotation of the two spins can make the tensor a multiple of the identity.

## 13. Chains and loops

Consider three sites with hopping matrices $T_{12}=t_{12}R_{12}$ and $T_{23}=t_{23}R_{23}$. Keep $d_1=c_1$ and set $d_2=R_{12}c_2$, $d_3=R_{12}R_{23}c_3$. Then

$$
c_1^\dagger R_{12}c_2=d_1^\dagger d_2,\qquad
c_2^\dagger R_{23}c_3=d_2^\dagger R_{12}R_{23}c_3=d_2^\dagger d_3 .
$$

Continuing site by site removes the spin dependence from any open chain. If a third bond closes a triangle, the only change of axes that keeps the first two bonds free of spin dependence is one rotation common to all three sites. The term of the third bond becomes

$$
c_3^\dagger R_{31}c_1=d_3^\dagger Wd_1,\qquad W=R_{12}R_{23}R_{31}.
$$

For $W=1$ the triangle is isotropic. For $W=-1$ the hopping keeps a sign, but the exchange at order $1/U$ is isotropic too, since $T$ and $T^\dagger$ enter in pairs. For any other $W$ the anisotropy stays: a further change of local axes turns $W$ into $gWg^{-1}$, which cannot be $\pm1$ unless $W$ was.

Take three bonds equal to that of the example, in the cyclic order $1\to2\to3\to1$. Then $W=R^3$, a spin rotation by $6\theta\approx100^\circ$. With $z$ along $\mathbf n$, and the constant $-3J/4$ left out, the result of section 1 gives

$$
H_\triangle=J\sum_{j=1}^3\left[S_j^zS_{j+1}^z+\tfrac12\left(e^{2i\theta}S_j^+S_{j+1}^-+\text{h.c.}\right)\right],
$$

where site 4 means site 1. The state with all spins up has energy $3J/4$. With one spin down, one bond is parallel and two are antiparallel, so the $z$ part gives $J(\tfrac14-\tfrac12)=-J/4$. The remaining terms move the down spin around the ring with amplitude $\tfrac J2e^{\pm2i\theta}$. Plane waves with $k=0,\pm2\pi/3$ diagonalize this motion:

$$
E_k=-\frac J4+J\cos(k-2\theta).
$$

Time reversal doubles every level. For $\theta=0$ the state $k=0$ joins the fully polarized states at $3J/4$, forming a quartet with total spin 3/2. The other four states, at $-3J/4$, form two doublets with total spin 1/2. For $0<2\theta\le60^\circ$ the state $k=0$ is still the highest of the three plane waves, and the upper four levels split by

$$
\frac{3J}4-\left(-\frac J4+J\cos2\theta\right)=J(1-\cos2\theta)=\Gamma .
$$

For $60^\circ<2\theta\le180^\circ$ the state $k=2\pi/3$ lies higher than $k=0$, and the splitting of the upper four levels is $J[1-\cos(2\theta-120^\circ)]$ instead. It vanishes at $2\theta=120^\circ$, where $W=R^3=-1$ and the levels are those of isotropic bonds. In the example, with $2\theta=33.4^\circ$, the upper levels are 8.175 and 6.375 meV, each twice, and their difference is 1.8 meV. The lower group of four levels, at $-8.175$ meV for isotropic bonds, separates into pairs at $-12.47$ and $-2.08$ meV. These are levels of the spin model at order $1/U$. In the Hubbard triangle with three electrons the higher orders move the lower pairs to about $-12.42$ and $-2.07$ meV, with the same constant left out, while the upper splitting stays 1.8 meV to the digits shown. The anisotropy that a change of axes removes from each bond alone thus has measurable consequences on the closed triangle. The numerical output lists these levels beside those of isotropic bonds.

## Table of computed values

```
spin-independent hopping t0 = 100.0 meV
spin-dependent hopping v = (20.0 10.0 20.0) meV
length |v| = 30.0 meV
axis n = (0.6667 0.3333 0.6667)
repulsion U = 4000.0 meV
total hopping t = 104.4031 meV
ratio t/U = 0.02610
theta = 16.699 degrees
rotation angle 2 theta = 33.398 degrees
exchange tensor from virtual hops, rows x y z, meV:
  9.9000 4.4000 -1.2000
  -3.6000 9.3000 4.4000
  2.8000 -3.6000 9.9000
Heisenberg coefficient JH = 9.1000 meV
DM vector D from tensor = (4.0000 2.0000 4.0000) meV
length |D| = 6.0000 meV
symmetric anisotropy Gamma = 1.8000 meV
one third of tensor trace = 9.7000 meV
constant term = -2.7250 meV
hidden isotropic exchange J = 10.9000 meV
J / k_B = 126.49 K
levels of H_eff = -10.9000 0.0000 0.0000 0.0000 meV
exact Hubbard singlet-triplet gap = 10.8705 meV
J minus exact gap = 0.0295 meV
error of H_eff at U over error at 2U = 7.968
levels without Gamma term = -10.4500 -0.4500 -0.4500 0.4500 meV
false triplet splitting without Gamma = 0.9000 meV
ground state <S1.S2> = -0.6674
ground state <n.(S1 x S2)> = -0.2752
weight of ordinary singlet = 0.9174
classical canting, spins perp. to n = 33.398 degrees
classical canting, spins along n = 0.000 degrees
susceptibility, field perp. to n = 0.01515 1/meV
susceptibility, field along n = 0.00000 1/meV
triangle levels without constant, meV:
  isotropic bonds: -8.175 -8.175 -8.175 -8.175 8.175 8.175 8.175 8.175
  three equal bonds T: -12.471 -12.471 -2.079 -2.079 6.375 6.375 8.175 8.175
splitting of upper quartet = 1.8000 meV
```
